# Graphene's optical absorption from the quantum metric on the resonant contour

## Problem

A two-dimensional crystal has a filled band $v$ and an empty band $c$ with energies $E_v(\mathbf k)<E_c(\mathbf k)$ and gap $\Delta=E_c-E_v$. Light of frequency $\omega$, polarized along $x$, lifts electrons from $v$ to $c$ without changing $\mathbf k$.

(a) Express the absorptive conductivity $\mathrm{Re}\,\sigma_{xx}(\omega)$ through the quantum metric $g_{xx}$ of the filled band on the resonant contour $\Delta(\mathbf k)=\omega$.

(b) Evaluate it for undoped graphene at photon energies where the bands are Dirac cones. For numbers, take nearest-neighbour hopping $t_0=3$ eV, bond length $a=1.4$ Å, and photons of 1 and 2 eV.

(c) What fraction of the light does a free-standing sheet absorb at normal incidence?

The electrons are independent, the temperature is zero, and the field is weak and uniform over the sheet. The algebra uses atomic units, $e=\hbar=m_e=4\pi\varepsilon_0=1$, so that $c=1/\alpha$ with $\alpha$ the fine-structure constant. Conductivity in two dimensions is then a pure number, in units of $e^2/\hbar$.

## A tempting solution

The golden rule, with the interband matrix element written through the metric, gives

$$
\mathrm{Re}\,\sigma_{xx}=\pi\omega N\int\frac{d^2k}{(2\pi)^2}\,g_{xx}(\mathbf k)\,\delta(\Delta(\mathbf k)-\omega),
\qquad (1)
$$

where $N$ counts identical copies of the bands. The delta function confines the integral to the resonant contour, so the area integral becomes a line integral:

$$
\mathrm{Re}\,\sigma_{xx}\overset{?}{=}\frac{N\omega}{4\pi}\oint_{\Delta=\omega}dl\;g_{xx}.
$$

This reads as frequency times the metric on the contour. In graphene $N=4$, the gap is $\Delta=2v_Fq$ at distance $q$ from the Dirac point, and the metric averages to $1/(8q^2)$ around a circle of length $2\pi q$. Hence

$$
\mathrm{Re}\,\sigma_{xx}\overset{?}{=}\frac{4\omega}{4\pi}\,(2\pi q)\,\frac{1}{8q^2}=\frac{\omega}{4q}=\frac{v_F}{2},
$$

the last step using $q=\omega/(2v_F)$. The conductivity would be independent of frequency and proportional to the Dirac speed.

## Where it fails

Equation (1) is correct, and so are the gap and the averaged metric; all three are derived below. The fault is the step from area to line.

A delta function of $\Delta$ is not a delta function of distance in $\mathbf k$-space. In one dimension $\int dq\,\delta(2v_Fq-\omega)=1/(2v_F)$, not 1. The steeper the gap, the thinner the strip of $\mathbf k$-space that lies within a given energy of resonance, and the fewer electrons can absorb. The tempting solution drops this factor.

Atomic units hide the loss, because there a speed is a pure number. Ordinary units expose it: $\omega\,dl\,g_{xx}$ has the dimension energy × length⁻¹ × length², which is energy × length. A conductivity in units of $e^2/\hbar$ must be dimensionless. What is missing is a division by the slope of the gap, which has just this dimension. The flatness of the spectrum gives no warning, since the wrong answer is flat too.

## Solution

### (a) From the field to the metric

**Coupling.** Let the field be $E(t)=E_0\cos\omega t$ along $x$. With $E=-dA/dt$, the vector potential is $A=-(E_0/\omega)\sin\omega t$. An electron has charge $-1$, so a uniform $A$ shifts its wave vector, $H(\mathbf k)\to H(\mathbf k+A\hat{\mathbf x})$. This holds when the Bloch phases in $H(\mathbf k)$ are built from the true atomic positions. To first order in the field the perturbation is $A\,\partial_xH$, where $\partial_x=\partial/\partial k_x$.

Since $\sin\omega t=(e^{i\omega t}-e^{-i\omega t})/2i$, the part that varies as $e^{-i\omega t}$, which can raise the energy by $\omega$, is

$$
We^{-i\omega t},\qquad W=\frac{E_0}{2i\omega}\,\partial_xH .
$$

**Rate.** After a time $T$, first-order perturbation theory gives the amplitude in band $c$ as $-i\langle c|W|v\rangle\int_0^Te^{i(\Delta-\omega)t}dt$. With $x=\Delta-\omega$, the probability is

$$
|\langle c|W|v\rangle|^2\,\frac{\sin^2(xT/2)}{(x/2)^2}.
$$

For long $T$ the last factor is a narrow peak at $x=0$ of area $2\pi T$, so it acts as $2\pi T\,\delta(\Delta-\omega)$. The transition rate at each $\mathbf k$ is therefore

$$
2\pi\,\frac{E_0^2}{4\omega^2}\,|\langle c|\partial_xH|v\rangle|^2\,\delta(\Delta-\omega).
$$

**Power.** Each transition takes the energy $\omega$ from the field, and each copy of the bands has $d^2k/(2\pi)^2$ states per unit area. The absorbed power per area is

$$
P=N\int\frac{d^2k}{(2\pi)^2}\,\frac{\pi E_0^2}{2\omega}\,|\langle c|\partial_xH|v\rangle|^2\,\delta(\Delta-\omega).
$$

The current in phase with the field is $\mathrm{Re}\,\sigma_{xx}E_0\cos\omega t$, and its mean power is $\tfrac12\mathrm{Re}\,\sigma_{xx}E_0^2$. Equating the two expressions gives

$$
\mathrm{Re}\,\sigma_{xx}=\frac{\pi N}{\omega}\int\frac{d^2k}{(2\pi)^2}\,|\langle c|\partial_xH|v\rangle|^2\,\delta(\Delta-\omega).
\qquad (2)
$$

**Metric.** Differentiate $H|v\rangle=E_v|v\rangle$ with respect to $k_x$ and project on $\langle c|$:

$$
\langle c|\partial_xH|v\rangle+E_c\langle c|\partial_xv\rangle=E_v\langle c|\partial_xv\rangle .
$$

The term with $\partial_xE_v$ has dropped out because $\langle c|v\rangle=0$. Hence

$$
\langle c|\partial_xH|v\rangle=-\Delta\,\langle c|\partial_xv\rangle,\qquad
|\langle c|\partial_xH|v\rangle|^2=\Delta^2g_{xx},\qquad g_{xx}=|\langle c|\partial_xv\rangle|^2 .
$$

The quantity $g_{xx}$ is the quantum metric of the filled band. It measures how fast the state changes with $\mathbf k$. Because $v$ and $c$ together form a complete set, the overlap lost in a small step $dk_x$ is the weight that has moved into $c$:

$$
1-|\langle v(\mathbf k)|v(\mathbf k+dk_x\hat{\mathbf x})\rangle|^2=|\langle c(\mathbf k)|v(\mathbf k+dk_x\hat{\mathbf x})\rangle|^2=g_{xx}\,dk_x^2
$$

to leading order in $dk_x$. If there are more bands, the metric of $v$ is a sum over all the others, and a given resonance picks out the term of its own pair.

On resonance $\Delta^2=\omega^2$. One power of $\omega$ cancels the $1/\omega$ in equation (2), one survives, and equation (1) follows.

**Contour.** The strip between the contours $\Delta$ and $\Delta+d\Delta$ has local width $d\Delta/|\nabla_k\Delta|$, so $d^2k=dl\,d\Delta/|\nabla_k\Delta|$. The delta function now acts on its own variable, and with $\pi/(2\pi)^2=1/(4\pi)$,

$$
\boxed{\;\mathrm{Re}\,\sigma_{xx}(\omega)=\frac{N\omega}{4\pi}\oint_{\Delta=\omega}\frac{dl}{|\nabla_k\Delta|}\;g_{xx}\;}
\qquad (3)
$$

Absorption is thus frequency times the metric, summed over the contour with the density-of-states weight $1/|\nabla_k\Delta|$. The formula requires $\nabla_k\Delta\neq0$ on the contour.

### (b) Graphene

**The cone.** Hopping between the two atoms of the cell gives a Hamiltonian with zero diagonal and upper off-diagonal element $-t_0f(\mathbf k)$, where the three bond vectors of length $a$ contribute

$$
f(\mathbf k)=e^{ik_ya}+2e^{-ik_ya/2}\cos\!\left(\tfrac{\sqrt3}{2}k_xa\right).
$$

At the zone corner $\mathbf K=(4\pi/(3\sqrt3a),0)$ the cosine is $\cos(2\pi/3)=-\tfrac12$, so $f=1-1=0$ and the bands touch. The derivatives there are

$$
\partial_xf=-\sqrt3\,a\sin\frac{2\pi}{3}=-\frac{3a}{2},\qquad
\partial_yf=ia-ia\left(-\frac12\right)=\frac{3ia}{2}.
$$

With $\mathbf q=\mathbf k-\mathbf K$, the off-diagonal element is $-t_0f\approx\tfrac32t_0a\,(q_x-iq_y)$. In polar coordinates $q,\theta$,

$$
H=v_Fq\begin{pmatrix}0&e^{-i\theta}\\ e^{i\theta}&0\end{pmatrix},\qquad v_F=\tfrac32t_0a .
$$

The energies are $\pm v_Fq$, so $\Delta=2v_Fq$. At the opposite corner, $f(-\mathbf k)=f(\mathbf k)^*$ makes $H(-\mathbf K-\mathbf q)$ the complex conjugate of $H(\mathbf K+\mathbf q)$. The gap and metric at $-\mathbf K-\mathbf q$ equal those at $\mathbf K+\mathbf q$, so both corners contribute equally. Two corners and two spins give $N=4$.

**Its metric.** The eigenvectors are

$$
|v\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\-e^{i\theta}\end{pmatrix},\qquad
|c\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\e^{i\theta}\end{pmatrix}.
$$

They depend on $\mathbf q$ through $\theta$ alone, and $\partial_x\theta=-\sin\theta/q$. Therefore

$$
\langle c|\partial_xv\rangle=\tfrac12e^{-i\theta}(-ie^{i\theta})\,\partial_x\theta=\frac{i\sin\theta}{2q},\qquad
g_{xx}=\frac{\sin^2\theta}{4q^2}.
$$

On this massless cone, electrons with $\mathbf q$ parallel to the field do not absorb: the field moves them radially, and along a radius the state does not change. Those with $\mathbf q$ perpendicular to the field absorb most strongly. The mean of $\sin^2\theta$ over the circle is $\tfrac12$, so the mean metric is $1/(8q^2)$. Polarization along $y$ replaces $\sin^2\theta$ by $\cos^2\theta$ and leaves the mean unchanged.

**The integral.** The contour is a circle of radius $q=\omega/(2v_F)$, on which the slope $|\nabla_k\Delta|=2v_F$ is constant. Equation (3) gives

$$
\mathrm{Re}\,\sigma_{xx}=\frac{4\omega}{4\pi}\,(2\pi q)\,\frac1{8q^2}\,\frac1{2v_F}=\frac{\omega}{8v_Fq}=\frac14 ,
$$

or, with the units restored,

$$
\boxed{\;\mathrm{Re}\,\sigma_{xx}=\frac{e^2}{4\hbar}=6.085\times10^{-5}\ \text{S}\;}
$$

The slope that the tempting solution lost is what removes the speed. A faster cone has a smaller contour with a larger metric on it. Length times mean metric grows as $1/q$, hence as $v_F$, and the thinner resonant strip takes this factor away again.

**Numbers.** The Dirac speed is $\tfrac32(3)(1.4)=6.30$ eV Å, and the slope of the gap is $12.6$ eV Å.

| Quantity | 1 eV | 2 eV |
|---|---|---|
| radius (Å⁻¹) | 0.0794 | 0.1587 |
| length (Å⁻¹) | 0.4987 | 0.9973 |
| mean $g_{xx}$ (Å²) | 19.85 | 4.961 |

For the two photon energies,

$$
\frac{1}{\pi}\,\frac{0.4987\times19.85}{12.6}=0.250,\qquad
\frac{2}{\pi}\,\frac{0.9973\times4.961}{12.6}=0.250 .
$$

Doubling the frequency doubles the contour length and quarters the metric, so the product of frequency, length and metric stays the same. Without the division by 12.6, both expressions would give 3.15 eV Å. This is $v_F/2$, the tempting answer, now visibly not a conductivity.

### (c) The absorbed fraction

Let a wave of amplitude $E_0$ fall on the sheet in vacuum, with reflected amplitude $rE_0$ and transmitted amplitude $tE_0$. The electric field is continuous across the sheet:

$$
1+r=t .
$$

The magnetic field $\mathcal H$ of a plane wave is $\varepsilon_0c$ times its electric field, with opposite sign for the reflected wave. Its jump equals the sheet current $\sigma tE_0$, so $\varepsilon_0c(1-r-t)=\sigma t$. In atomic units $\varepsilon_0=1/(4\pi)$, and

$$
1-r-t=s\,t,\qquad s=\frac{4\pi\sigma}{c}.
$$

Inserting $r=t-1$ gives $2-2t=st$, hence $t=1/(1+s/2)$. The absorbed power per area is $\tfrac12\sigma t^2E_0^2$ for real $\sigma$, and the incident power is $\tfrac12\varepsilon_0cE_0^2$. Their ratio is

$$
\mathcal A=s\,t^2=\frac{s}{(1+s/2)^2}.
$$

For $\sigma=\tfrac14$ and $c=1/\alpha$, $s=\pi\alpha$, so

$$
\boxed{\;\mathcal A=\frac{\pi\alpha}{(1+\pi\alpha/2)^2}\approx\pi\alpha=2.29\ \text{percent}\;}
$$

The value $\pi\alpha$ is the leading order in $\alpha$. It neglects the small difference between the incident field and the field at the sheet. The full expression gives 2.24 percent absorbed, 0.013 percent reflected and 97.75 percent transmitted. These figures hold for the cone value $\sigma=\tfrac14$. With the slightly larger conductivity of the curved bands given below, the same expression gives 2.27 percent absorbed at 1 eV and 2.36 percent at 2 eV. An imaginary part of $\sigma$ would enter $|1+s/2|^2$ and so leave the leading term alone. Here $\mathcal A$ is the absorbed fraction of the power, not the logarithmic absorbance used in spectroscopy.

## When the constant does not hold

**Doping.** The states on the contour lie at $\pm\omega/2$ from the Dirac point. If the chemical potential is shifted by $\mu$ from that point, then for $\omega<2|\mu|$ both states are filled or both are empty, and this interband absorption vanishes at zero temperature. For $\omega>2|\mu|$ the result stands.

**A gap.** Add a mass term $m\sigma_z$ to the cone, so that the energies are $\pm\varepsilon$ with $\varepsilon=\sqrt{v_F^2q^2+m^2}$. Write $H=\varepsilon\,\mathbf n\cdot\boldsymbol\sigma$ with a unit vector $\mathbf n$. The projector on the filled state is $\tfrac12(1-\mathbf n\cdot\boldsymbol\sigma)$, and the trace of two such projectors gives the squared overlap $\tfrac12(1+\mathbf n\cdot\mathbf n')$. For neighbouring states $\mathbf n\cdot\mathbf n'=1-\tfrac12|d\mathbf n|^2$, so the lost overlap is $\tfrac14|d\mathbf n|^2$.

The polar angle $\beta$ of $\mathbf n$ obeys $\tan\beta=v_Fq/m$. A radial step $dq$ turns $\mathbf n$ by $d\beta=(v_Fm/\varepsilon^2)\,dq$. A tangential step $q\,d\theta$ turns it by $\sin\beta\,d\theta=(v_F/\varepsilon)\,q\,d\theta$. The average of $g_{xx}$ over the circle is half the sum of the radial and tangential metrics:

$$
\overline{g_{xx}}=\frac{v_F^2}{8\varepsilon^2}\left(1+\frac{m^2}{\varepsilon^2}\right).
$$

The slope of $\Delta=2\varepsilon$ is $2v_F^2q/\varepsilon$. With $\varepsilon=\omega/2$ on the contour, equation (3) gives, for $\omega>2|m|$,

$$
\mathrm{Re}\,\sigma_{xx}=\frac{\omega}{\pi}\,(2\pi q)\,\overline{g_{xx}}\,\frac{\varepsilon}{2v_F^2q}
=\frac{\omega}{8\varepsilon}\left(1+\frac{m^2}{\varepsilon^2}\right)
=\frac14\left(1+\frac{4m^2}{\omega^2}\right).
$$

At $m=0.3\,\omega$ this is 0.34. The value $\tfrac14$ is therefore not a property of two-band absorption in general. A massless cone gives it only if the cone is also isotropic: with unequal speeds $v_x$ and $v_y$, rescaling the axes in equation (2) multiplies the squared matrix element by $v_x^2$ and the area element by $1/(v_xv_y)$, so $\mathrm{Re}\,\sigma_{xx}=v_x/(4v_y)$, which is 0.375 for $v_x/v_y=1.5$.

**Curved bands.** At higher photon energy the full $f(\mathbf k)$ must replace its linear form. Equation (3) can then be evaluated numerically: find the contour around $\mathbf K$ by bisection along 48 directions, obtain the metric from the overlaps of neighbouring eigenvectors, and sum. With the same hopping and bond length, the conductivity exceeds $\tfrac14$ by 0.3 percent at 0.5 eV, 1.3 percent at 1 eV, 5.3 percent at 2 eV and 13 percent at 3 eV. From 0.5 to 1 eV the excess grows by a factor of 4.05, close to the factor of 4 of a quadratic law. Within this model, the universal value is the low-frequency limit of the interband absorption.

All numerical values are calculated from the stated model.
